# Exponential Relaxation in the Two-Temperature Model

Suppose that hot electrons and a cooler lattice are seen to approach a common temperature at a rate of 5, in some unit of inverse time, and that the heat capacities are 2 for the electrons and 3 for the lattice. How strongly are the two coupled? If the electrons are treated as cooling into a lattice of fixed temperature, the coupling is rate times electron capacity, which gives 10. That is wrong: the coupling is 6. The error lies in forgetting that the lattice warms while the electrons cool. The notes below start from the case in which this does not matter, and then let it matter.

## 1. A lattice that does not warm

Let $T_e$ and $T_l$ be the electron and lattice temperatures, and $C_e$ and $C_l$ the heat capacities per volume. Three assumptions are made at first. Each subsystem has a temperature of its own, both temperatures are uniform in space, and the heat flow per volume from electrons to lattice is

$$P=G(T_e-T_l),$$

with a constant coupling $G>0$. The flow is positive when the electrons are hotter.

If the lattice is so large that it stays at $T_0$, only the electron energy balance is needed. The electrons lose what flows out:

$$C_e\frac{dT_e}{dt}=-G(T_e-T_0).$$

Since $T_0$ is constant, $dT_e/dt$ is also the derivative of $T_e-T_0$. Dividing by $C_e$, taken as constant, and integrating gives

$$T_e-T_0=(T_{e0}-T_0)\,e^{-Gt/C_e},$$

where $T_{e0}$ is the initial electron temperature. The rate is $G/C_e$. A larger electron capacity slows the decay, because more heat must leave for each kelvin of cooling.

## 2. A lattice that warms

Now $C_l$ is finite and constant, like $C_e$. The heating has ended and nothing leaves the system. What the electrons lose, the lattice gains:

$$C_e\frac{dT_e}{dt}=-G(T_e-T_l),\qquad C_l\frac{dT_l}{dt}=+G(T_e-T_l).$$

The flow depends on the difference $\theta=T_e-T_l$, so an equation for $\theta$ is wanted. Divide each balance by its own capacity and subtract the second from the first:

$$\frac{d\theta}{dt}=-\frac{G}{C_e}\theta-\frac{G}{C_l}\theta=-\lambda\theta,\qquad \lambda=G\left(\frac1{C_e}+\frac1{C_l}\right).$$

Hence

$$\theta(t)=\theta_0\,e^{-\lambda t}.$$

The plus sign between the inverse capacities comes from two minus signs: the one in the electron balance, and the one from subtracting $T_l$. Physically, the gap closes from both ends. The electrons come down at the rate $G\theta/C_e$ and the lattice comes up at the rate $G\theta/C_l$.

**Limits.** For $C_l\to\infty$ the second term vanishes and Section 1 returns. For $C_e=C_l=C$ the rate is $2G/C$, twice the fixed-lattice value, since each side closes half of the gap. If one capacity is much smaller than the other, the smaller one sets the rate.

**The opening numbers.** With $G=6$, $C_e=2$ and $C_l=3$, the formula gives $6(1/2+1/3)=5$. Numerical integration of the two balances, started at $T_e=1$ and $T_l=0$, also gives a decay rate of 5.000000. The fixed-lattice rate $G/C_e=3$ is too low. To find the coupling from a rate, one solves for $G$:

$$G=\lambda\,\frac{C_eC_l}{C_e+C_l}=5\times\frac{6}{5}=6.$$

## 3. Where the temperatures go

It is the difference that decays to zero. To find the individual temperatures, add the two balances. The exchange terms cancel, so $C_eT_e+C_lT_l$ is constant. At the end both temperatures equal $T_f$, and therefore

$$T_f=\frac{C_eT_{e0}+C_lT_{l0}}{C_e+C_l}.$$

At any earlier time $C_eT_e+C_lT_l=(C_e+C_l)T_f$. Inserting $T_l=T_e-\theta$ gives $(C_e+C_l)T_e-C_l\theta=(C_e+C_l)T_f$, so that

$$T_e=T_f+\frac{C_l}{C_e+C_l}\theta,\qquad T_l=T_e-\theta=T_f-\frac{C_e}{C_e+C_l}\theta.$$

Each temperature approaches $T_f$ with the same rate $\lambda$. The side with the smaller capacity makes the larger excursion.

The total heat passed per volume is the time integral of the flow:

$$Q=\int_0^\infty G\theta_0e^{-\lambda t}\,dt=\frac{G\theta_0}{\lambda}=\frac{C_eC_l}{C_e+C_l}\theta_0.$$

The coupling has cancelled. It decides how fast the heat passes, while the capacities decide how much. For $C_l\to\infty$, $Q\to C_e\theta_0$: the electrons give up all their excess heat.

## 4. Numbers for a thin gold film

Take a 20 nm film at $T_0=300$ K with rough typical values for gold: $G=2.5\times10^{16}$ W/(m³K), $C_e=2.0\times10^4$ J/(m³K) and $C_l=2.5\times10^6$ J/(m³K). A short light pulse deposits 1 µJ/cm², counted as absorbed and not as incident energy. This is $10^{-2}$ J/m², so the absorbed energy density is

$$u=\frac{10^{-2}}{20\times10^{-9}}=5.0\times10^5\ \text{J/m}^3.$$

If it all goes at once to the electrons, $\theta_0=u/C_e=25$ K. The two parts of the rate are $G/C_e=1.25$ ps⁻¹ and $G/C_l=0.01$ ps⁻¹, so

$$\lambda=1.26\ \text{ps}^{-1},\qquad \tau=1/\lambda=0.79\ \text{ps}.$$

The lattice term is 0.8% of the rate. For gold at room temperature the fixed lattice is thus a good approximation, because $C_l$ is 125 times $C_e$.

The final temperature is $T_f=300+u/(C_e+C_l)=300.20$ K. After 1 ps the difference is $25\,e^{-1.26}=7.09$ K, and the formulas of Section 3 give:

| Time (ps) | $T_e$ (K) | $T_l$ (K) |
|---|---|---|
| 0 | 325.00 | 300.00 |
| 0.5 | 313.41 | 300.09 |
| 1 | 307.23 | 300.14 |
| 2 | 302.19 | 300.18 |
| 5 | 300.24 | 300.20 |

The electrons fall by almost 25 K while the lattice rises by 0.2 K. Yet the lattice receives $4.96\times10^5$ J/m³, or 99.2% of the absorbed energy. A small temperature rise here does not mean a small heat flow.

The remaining sections relax most of the assumptions one at a time, keeping the others. One is kept throughout: a single temperature for all lattice modes. If only a third of the modes took up the heat at first, the lattice term would be $3G/C_l=0.03$ ps⁻¹ and the rate 1.28 ps⁻¹, 1.6% above $\lambda$.

## 5. A pulse of finite length

Let the electrons absorb a power density $S(t)$, with both subsystems at $T_0$ beforehand. The electron balance gains $+S$, and the subtraction of Section 2 gives

$$\frac{d\theta}{dt}+\lambda\theta=\frac{S(t)}{C_e}.$$

Multiplying by $e^{\lambda t}$ turns the left side into the derivative of $\theta e^{\lambda t}$. Integration from the distant past, where $\theta=0$, yields

$$\theta(t)=\frac{e^{-\lambda t}}{C_e}\int_{-\infty}^{t}S(t')e^{\lambda t'}dt'.$$

Once the pulse is over, the integral no longer grows. What remains is a constant times $e^{-\lambda t}$: the pulse shape changes the amplitude but not the rate.

For a Gaussian pulse centred at $t=0$, $S=u\,e^{-t^2/2\sigma^2}/(\sigma\sqrt{2\pi})$. Completing the square in the exponent,

$$-\frac{t'^2}{2\sigma^2}+\lambda t'=-\frac{(t'-\lambda\sigma^2)^2}{2\sigma^2}+\frac{\lambda^2\sigma^2}{2}.$$

The shifted Gaussian is centred at $\lambda\sigma^2$ and integrates to one when $t-\lambda\sigma^2\gg\sigma$. For $\lambda\sigma\ll1$ this means only that the pulse is over. Then

$$\theta(t)=\frac{u}{C_e}\,e^{\lambda^2\sigma^2/2}\,e^{-\lambda t}.$$

For $\sigma\to0$ this is the instantaneous result. A pulse of 100 fs full width at half maximum has $\sigma=100/(2\sqrt{2\ln2})=42$ fs, and the factor is 1.0014. For the gold film the pulse length changes the later amplitude by 0.14%.

## 6. Electrons that need time to acquire a temperature

Light first creates a few electrons of high energy, which share it with the others by collisions. Until then $T_e$ does not describe the whole electron system. A simple estimate keeps the absorbed energy in a separate store, which empties into the thermal electrons at a rate $k$. The heating is then $S=ku\,e^{-kt}$ for $t>0$, and the equation of Section 5 gives

$$\theta=\frac{ku}{C_e}e^{-\lambda t}\int_0^t e^{(\lambda-k)t'}dt'=\frac{u}{C_e}\frac{k}{k-\lambda}\left(e^{-\lambda t}-e^{-kt}\right).$$

For $k\to\infty$ the single exponential returns. For finite $k$ the difference starts at zero, rises and then falls. At the peak the derivative vanishes, $\lambda e^{-\lambda t}=ke^{-kt}$, hence

$$t_{\rm peak}=\frac{\ln(k/\lambda)}{k-\lambda}.$$

Take $1/k=0.5$ ps, a rough value for weakly excited gold. Then $t_{\rm peak}=\ln(2/1.26)/0.74=0.62$ ps, and the peak is 11.4 K instead of 25 K. The early behaviour is not a single exponential at all.

The later decay is affected less. With $q=e^{-(k-\lambda)t}$, the local rate is

$$-\frac1\theta\frac{d\theta}{dt}=\frac{\lambda-kq}{1-q}=\lambda-(k-\lambda)\frac{q}{1-q}.$$

At 3 ps this is 1.17 ps⁻¹, which is 7% below $\lambda$. For $k>\lambda$ it rises towards $\lambda$ as $q\to0$. If instead $k<\lambda$, the term $e^{-kt}$ survives longest, and the tail measures thermalization and not $G$. An exponential tail by itself does not tell which of the two processes it shows.

This estimate sends all the stored energy through the thermal electrons. Real high-energy electrons also heat the lattice directly, so the numbers are a rough guide and not a precise correction.

## 7. An electron heat capacity that grows with temperature

**Why it grows.** Let $g$ be the number of electron states per energy and volume near the Fermi energy $E_F$, spin included. For $k_BT\ll E_F$, $g$ may be taken as constant over the thermally affected range. A state at energy $\varepsilon$ above $E_F$ is filled with probability $1/(e^{\varepsilon/k_BT}+1)$, and a state at $\varepsilon$ below is empty with the same probability. Each costs the energy $\varepsilon$. The thermal energy density is therefore

$$2g\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/k_BT}+1}=2g(k_BT)^2\,\frac{\pi^2}{12}.$$

The number $\pi^2/12$ arises by expanding $1/(e^x+1)=e^{-x}-e^{-2x}+\dots$ and integrating $x$ times each term, which gives $1-1/4+1/9-\dots$. Differentiation with respect to $T$ gives

$$C_e=\frac{\pi^2}{3}gk_B^2T=\gamma T.$$

For free electrons the density is $n=(2mE_F)^{3/2}/(3\pi^2\hbar^3)$, with $m$ the electron mass. Then $g=dn/dE_F=3n/(2E_F)$ and $\gamma=\pi^2nk_B^2/(2E_F)$. With $E_F=5.5$ eV, roughly that of gold, $C_e$ at 300 K is $1.88\times10^4$ J/(m³K), 6% below the value adopted in Section 4. That value is kept, so $\gamma=2.0\times10^4/300=66.7$ J/(m³K²).

**The start.** The absorbed energy is $u=\int_{T_0}^{T_{e0}}\gamma T\,dT=\gamma(T_{e0}^2-T_0^2)/2$, so

$$T_{e0}=\sqrt{T_0^2+2u/\gamma}.$$

**The decay.** Since the gold lattice hardly warms, hold it at $T_0$. Then $T_e=T_0+\theta$, and the electron balance reads $\gamma(T_0+\theta)\,d\theta/dt=-G\theta$. Separating the variables and integrating from $\theta_0$ to $\theta$,

$$T_0\ln\frac{\theta_0}{\theta}+\theta_0-\theta=\frac{G}{\gamma}t.$$

The logarithm alone would give an exponential. The term $\theta_0-\theta$ spoils it. Setting $\theta=\theta_0/e$ gives the time to fall to $1/e$:

$$t_{1/e}=\frac{\gamma T_0}{G}\left[1+\left(1-\frac1e\right)\frac{\theta_0}{T_0}\right].$$

For $\theta_0\ll T_0$ the bracket tends to one, and the constant-capacity result for a fixed lattice returns.

**Two pulses.** For 1 µJ/cm², $T_{e0}=324.0$ K and $t_{1/e}=0.80\,(1+0.632\times24.0/300)=0.84$ ps. With the lattice free to warm, numerical integration gives 0.834 ps, 5% longer than $\tau$.

For 100 µJ/cm² in the same film, $T_{e0}=1261$ K, whereas a constant $C_e$ would predict 2800 K. The fixed-lattice formula gives 2.42 ps, and the integration with a warming lattice gives 2.39 ps. This is three times $\tau$, and the constant-capacity law fails. The hot electrons hold more heat per kelvin, so at first the difference loses a smaller fraction of itself per picosecond than it does later. Both integrations keep $G$ and $C_l$ constant, so the second case shows the effect of $C_e$ alone and is not a full prediction for strongly heated gold.

**What survives.** Close to equilibrium the exponential law needs less than constant parameters. Let the heat flow be any smooth function $P(T_e,T_l)$ that vanishes for equal temperatures. Since $P(T,T)=0$ for every $T$, its derivative along this line vanishes: $\partial P/\partial T_e+\partial P/\partial T_l=0$ there. To first order in small departures, $P$ is therefore proportional to $T_e-T_l$, with $G=\partial P/\partial T_e$. With $G$, $C_e$ and $C_l$ evaluated at the final temperature, and $G>0$, the derivation of Section 2 applies again.

## 8. Is the coupling constant?

A simple picture of one phonon mode of frequency $\omega$ shows when it nearly is. Let the phonon number relax towards the value it would have in equilibrium with the electrons, at a rate that does not depend on temperature. The heat flow into the mode is then proportional to $\hbar\omega[n(T_e)-n(T_l)]$, where $n(T)=1/(e^{\Theta/T}-1)$ and $\Theta=\hbar\omega/k_B$.

For $x=\Theta/T$ small, $x/(e^x-1)=1/(1+x/2+x^2/6+\dots)=1-x/2+x^2/12+\dots$. Multiplying by $T$,

$$\Theta\,n(T)=T-\frac{\Theta}{2}+\frac{\Theta^2}{12T}+\dots$$

In the difference the constant $\Theta/2$ cancels, and $1/T_e-1/T_l=-(T_e-T_l)/(T_eT_l)$. Thus

$$\frac{\Theta[n(T_e)-n(T_l)]}{T_e-T_l}\approx1-\frac{\Theta^2}{12T_eT_l}.$$

When both temperatures are well above $\Theta$, the flow is proportional to the temperature difference and $G$ is constant. For gold take a mode with $\Theta=170$ K, the rough Debye temperature. The stiffest real modes lie somewhat higher. The full occupation formula gives 0.976 at the start of the weak-pulse example and 0.974 at its end. The coupling of this mode changes by 0.2% during the decay, and at this order the change grows as $\Theta^2$, so softer modes change less and stiffer ones more. A temperature dependence of the relaxation rate of the mode itself is not covered by this estimate.

## 9. A film that loses heat and has a thickness

**Loss.** Let the lattice lose heat to a substrate at $T_0$ through an interface conductance $h$. Per volume of a film of thickness $d$, the loss is $(h/d)(T_l-T_0)$. Write $a=G/C_e$, $b=G/C_l$ and $p=h/(dC_l)$. With $x=T_e-T_0$ and $y=T_l-T_0$ the balances become

$$\dot x=-a(x-y),\qquad \dot y=b(x-y)-py.$$

Solutions proportional to $e^{-rt}$ require $(a-r)x=ay$ and $(b+p-r)y=bx$. Multiplying these equations and dividing by $xy$ gives $(a-r)(b+p-r)=ab$, or

$$r^2-(\lambda+p)r+ap=0,$$

since $a+b=\lambda$. The two rates have the sum $\lambda+p$ and the product $ap$. For $p\ll\lambda$ the slow rate is close to $ap/\lambda$. With $a/\lambda=C_l/(C_e+C_l)$,

$$r_{\rm slow}\approx\frac{h}{d(C_e+C_l)},\qquad r_{\rm fast}\approx\lambda+p-r_{\rm slow}=\lambda+p\,\frac{C_e}{C_e+C_l}.$$

The slow rate is that of a film cooling as one body. In the opposite limit, $p\to\infty$, one rate tends to $p$ and the other to $a=G/C_e$: the substrate pins the lattice, and Section 1 returns.

For $h=10^8$ W/(m²K), a rough value for a metal on a dielectric, $h/d=5\times10^{15}$ W/(m³K). The slow time is $2.52\times10^6/(5\times10^{15})$ s $=504$ ps, and the fast rate rises by 0.0013%. The two processes are well separated. The 504 ps assumes that the substrate surface stays at $T_0$. A real substrate of conductivity $\kappa_s$ and heat capacity $C_s$ warms near the interface on the time $\kappa_sC_s/h^2$, about 230 ps for fused silica. The slow cooling is then not exponential and takes longer: with the same $h$, the film needs about 2.4 ns to fall to $1/e$ on fused silica and about 0.6 ns on sapphire.

**Thickness.** An electron at the Fermi speed, $\sqrt{2E_F/m}=1.39\times10^6$ m/s, crosses 20 nm in 14 fs. This is 55 times shorter than $\tau$, which supports a uniform $T_e$. It is an estimate for a straight crossing; scattering lengthens it. In a much thicker film heated at one face, heat also spreads into the depth, and the decay at the surface no longer gives $\lambda$ alone.

## 10. The model beside a real gold film

The material values used here are rough typical ones, so $\lambda$ inherits their uncertainty: at fixed capacities, an error of 10% in $G$ is an error of 10% in $\lambda$. Of the effects sized for the weak pulse, slow thermalization is the largest. It cuts the peak difference from 25 K to about 11 K and lowers the local rate at 3 ps by 7%. It also lengthens the time from the peak to $1/e$ of the peak by 74%. The temperature dependence of $C_e$ follows well behind: it lengthens the time to $1/e$ by 5% and lowers the local rate at 3 ps by 0.3%. Pulse length, substrate loss and the change of mode occupations each matter by a few tenths of a percent or less in the quantities compared above.

For finding $G$ from such a decay, this suggests a weak pulse, with $\theta_0\ll T_0$, and a fit that starts late enough that $(k-\lambda)t\gg1$ in the notation of Section 6. It also requires that thermalization is faster than $\lambda$, that the film is thin enough to be uniform, and that the slow cooling to the substrate is treated separately. For the gold film above, a late fit is hardly practical. At 5.5 ps, where $(k-\lambda)t$ is about 4, the local rate without substrate loss is still 1% below $\lambda$, while the difference has fallen to 0.065 K, or 0.6% of its peak. Waiting longer does not help. In the slow mode of Section 9, $x-y=(r_{\rm slow}/a)\,x$, which leaves a difference of about $3\times10^{-4}$ K that hardly decays. With this loss the local rate is 1.5% below $\lambda$ at 5.5 ps, 3% below at 7 ps and 10% below at 8 ps. When so little signal is left, the whole curve has to be fitted with both rates, as in Section 6. The shape of that curve stays the same when $k$ and $\lambda$ are exchanged, so other evidence must tell which rate is which. The numerical output below lists most of the values.

## Values computed for the example and the checks

```
Comparable capacities, dimensionless: G, Ce, Cl = 6.0 2.0 3.0
  rate from integration      5.000000
  G(1/Ce+1/Cl)               5.000000
  wrong guess G/Ce           3.000
  wrong guess G/(Ce+Cl)      1.200
Gold film, rough typical values
  G                          2.50e+16 W/(m^3 K)
  Ce                         2.00e+04 J/(m^3 K)
  Cl                         2.50e+06 J/(m^3 K)
  thickness                  20 nm
  absorbed fluence           1.0 uJ/cm^2
  absorbed energy density    5.00e+05 J/m^3
  initial Te, Tl             325.00, 300.00 K
  G/Ce                       1.2500 1/ps
  G/Cl                       0.0100 1/ps
  relaxation rate            1.2600 1/ps
  relaxation time            0.7937 ps
  final temperature          300.198 K
  heat passed to lattice     4.9603e+05 J/m^3
  share of absorbed energy   99.21 %
  t = 0.5 ps: Te, Tl        313.408, 300.093 K
  t = 1.0 ps: Te, Tl        307.233, 300.142 K
  t = 2.0 ps: Te, Tl        302.194, 300.182 K
  t = 5.0 ps: Te, Tl        300.244, 300.198 K
Neglected effects
  pulse FWHM                 100 fs
  pulse amplitude factor     1.00143
  Fermi energy               5.5 eV
  free-electron Ce at 300 K  1.876e+04 J/(m^3 K)
  gamma = Ce/300 K           66.67 J/(m^3 K^2)
  Ce = gamma*Te, fluence     1 uJ/cm^2
    initial Te               324.0 K
    Te if Ce were constant   325.0 K
    1/e time, fixed lattice  0.8405 ps
    1/e time, full model     0.8337 ps
    ratio to constant-Ce tau 1.050
  Ce = gamma*Te, fluence     100 uJ/cm^2
    initial Te               1261.0 K
    Te if Ce were constant   2800.0 K
    1/e time, fixed lattice  2.4198 ps
    1/e time, full model     2.3852 ps
    ratio to constant-Ce tau 3.005
  thermalization time        0.5 ps
    peak of Te-Tl at         0.624 ps
    peak of Te-Tl            11.38 K
    local rate at 3 ps       1.170 1/ps
  interface conductance      1.0e+08 W/(m^2 K)
    film cooling time        504 ps
    change of fast rate      0.0013 %
  Debye temperature          170 K
    exchange/classical start 0.9757
    exchange/classical end   0.9737
  Fermi speed                1.39e+06 m/s
  film crossing time         14.4 fs
```
